# Poles and Transition Strengths of the Coupled-Cluster Linear Response Function, part 1

(Sections cited here and not found follow in the second part.)

## I. The response function and its poles

Coupled-cluster theory determines a ground state, and two routes lead from it to an absorption spectrum. One can drive the state with a weak oscillating field and look for resonances, or one can diagonalize the similarity-transformed Hamiltonian and subtract the ground-state energy. Without a proof that the two agree, a computed excitation energy might depend on the route. The line intensities pose a second problem. The bra and the ket of coupled-cluster theory are not conjugates of each other, so an intensity is not the squared modulus of one overlap. If one squares a single transition moment anyway, doubling the arbitrary length of an eigenvector changes the answer by a factor of four.

The response function settles both questions. Its poles are the eigenvalues of the coupled-cluster Jacobian, which equal the equation-of-motion (EOM-CC) excitation energies under a condition on the excitation manifold derived below. Its residues are products of a left and a right moment. These products agree with the EOM-CC strengths in full coupled-cluster theory but in general not in a truncated one.

### The ground state

Let $|{\rm HF}\rangle$ be a reference determinant built from fixed real orbitals. The excitation operators $\tau_\mu$ move electrons from occupied to virtual orbitals. They commute with one another, satisfy $\langle{\rm HF}|\tau_\mu=0$, and generate orthonormal determinants $|\mu\rangle=\tau_\mu|{\rm HF}\rangle$. The chosen set of $\mu$ is called the manifold; in CCSD it holds all single and double excitations. For any operator $O$ write

$$|{\rm CC}\rangle=e^{T}|{\rm HF}\rangle,\qquad T=\sum_\mu t_\mu\tau_\mu,\qquad \bar O=e^{-T}Oe^{T}. \tag{1}$$

The ground-state amplitudes and energy follow from

$$\langle\mu|\bar H|{\rm HF}\rangle=0,\qquad E=\langle{\rm HF}|\bar H|{\rm HF}\rangle. \tag{2}$$

Since $\tau_\nu$ commutes with $T$, differentiating the two exponentials gives

$$\frac{\partial\bar O}{\partial t_\nu}=-\tau_\nu\bar O+\bar O\tau_\nu=[\bar O,\tau_\nu]. \tag{3}$$

The Jacobian of the amplitude equations (2) is therefore

$$A_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|{\rm HF}\rangle. \tag{4}$$

It is real but in general not symmetric, because $\bar H$ is not Hermitian.

The energy in (2) is not stationary with respect to the amplitudes. To obtain a stationary functional, attach a multiplier $\lambda_\mu$ to each amplitude equation. With $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ and the shorthand

$$\langle O\rangle_\Lambda=\langle{\rm HF}|(1+\Lambda)O|{\rm HF}\rangle, \tag{5}$$

the functional is $\langle\bar H\rangle_\Lambda$. Stationarity in $\lambda$ returns (2), and stationarity in $t_\nu$ gives

$$\eta^0_\nu+\sum_\mu\lambda_\mu A_{\mu\nu}=0,\qquad \eta^0_\nu=\langle{\rm HF}|[\bar H,\tau_\nu]|{\rm HF}\rangle=\langle{\rm HF}|\bar H|\nu\rangle. \tag{6}$$

The last equality uses $\langle{\rm HF}|\tau_\nu=0$. When $fX$ is added to $H$, the first derivative of the stationary energy with respect to $f$ is $\langle\bar X\rangle_\Lambda$, since the changes of $t$ and $\lambda$ do not contribute at first order. This derivative defines the expectation value of $X$.

### Equations of motion for the amplitudes

Now let a perturbation $V(t)$ act while the orbitals stay fixed. Response of the orbitals would bring in further equations and is not treated here. The ket $e^{T(t)}|{\rm HF}\rangle$ may carry a time-dependent phase, with the opposite phase on the bra $\langle{\rm HF}|(1+\Lambda)e^{-T}$. Because the overlap of bra and ket is one, the phase adds a term independent of $t_\mu$ and $\lambda_\mu$ to the Lagrangian, and it can be dropped. Commuting excitation operators also give $e^{-T}\partial_te^{T}=\sum_\mu\dot t_\mu\tau_\mu$. The expectation value of $H+V-i\hbar\partial_t$ between bra and ket is then

$$\mathcal L=\langle\bar H+\bar V\rangle_\Lambda-i\hbar\sum_\mu\lambda_\mu\dot t_\mu. \tag{7}$$

The action $\int\mathcal L\,dt$ is made stationary. Variation of $\lambda_\mu$ gives

$$i\hbar\,\dot t_\mu=\langle\mu|\bar H+\bar V|{\rm HF}\rangle. \tag{8}$$

For $t_\nu$, the Euler–Lagrange equation is $\partial\mathcal L/\partial t_\nu-\frac{d}{dt}(-i\hbar\lambda_\nu)=0$, so

$$-i\hbar\,\dot\lambda_\nu=\langle[\bar H+\bar V,\tau_\nu]\rangle_\Lambda. \tag{9}$$

The amplitudes evolve without reference to the multipliers, whereas the multipliers feel the amplitudes through $\bar H$ and $\bar V$. This one-way coupling is why the left and right transition moments derived below are given by different formulas: only the left one contains a contribution from the response of the multipliers.

### First order in the field

Take $V(t)=f e^{-i\omega t}Y$ with weak $f$. A real field is a superposition of such terms, and at first order their effects add. The field is switched on slowly from the distant past, which places $\omega$ slightly above the real axis. Write

$$t(t)=t+f\,t^Y(\omega)e^{-i\omega t},\qquad \lambda(t)=\lambda+f\,\lambda^Y(\omega)e^{-i\omega t}, \tag{10}$$

where $t$ and $\lambda$ on the right are the ground-state values. From here on, $\Lambda$ and all barred operators are also taken at these values. Three quantities appear:

$$\xi^Y_\mu=\langle\mu|\bar Y|{\rm HF}\rangle,\qquad \eta^Y_\nu=\langle[\bar Y,\tau_\nu]\rangle_\Lambda,\qquad F_{\mu\nu}=\langle[[\bar H,\tau_\mu],\tau_\nu]\rangle_\Lambda. \tag{11}$$

The matrix $F$ is symmetric: by the Jacobi identity, $F_{\mu\nu}-F_{\nu\mu}$ is the average of $[\bar H,[\tau_\mu,\tau_\nu]]$, which is zero. Amplitudes, $\xi$ and right eigenvectors are columns; multipliers, $\eta$ and left eigenvectors are rows. A product such as $t^XFt^Y$ means $\sum_{\mu\nu}t^X_\mu F_{\mu\nu}t^Y_\nu$, without complex conjugation.

On the left of (8), the time derivative produces $i\hbar(-i\omega)t^Y=\hbar\omega t^Y$. On the right, the change of the amplitudes contributes $At^Y$ by (4), and the field contributes $\xi^Y$. Hence

$$(\hbar\omega-A)\,t^Y(\omega)=\xi^Y. \tag{12}$$

On the left of (9), the derivative produces $-\hbar\omega\lambda^Y$. On the right there are three contributions: $\eta^Y$ from the field, $\lambda^YA$ from the change of the multipliers, and $Ft^Y$ from the change of $\bar H$, by a second use of (3). Therefore

$$\lambda^Y(\omega)(A+\hbar\omega)=-\left[\eta^Y+F t^Y(\omega)\right], \tag{13}$$

where $Ft^Y$ is read as a row, as the symmetry of $F$ permits.

The response function $\langle\langle X;Y\rangle\rangle_\omega$ is the coefficient of $fe^{-i\omega t}$ in the expectation value of $X$. That value changes through the amplitudes and through the multipliers:

$$\langle\langle X;Y\rangle\rangle_\omega=\eta^Xt^Y(\omega)+\lambda^Y(\omega)\xi^X. \tag{14}$$

The first-order multipliers can be eliminated. Equation (12), written for $X$ at frequency $-\omega$, reads $-(A+\hbar\omega)t^X(-\omega)=\xi^X$, so $(A+\hbar\omega)^{-1}\xi^X=-t^X(-\omega)$. Inserting (13) into (14), the two minus signs cancel:

$$\langle\langle X;Y\rangle\rangle_\omega=\eta^Xt^Y(\omega)+\eta^Yt^X(-\omega)+t^X(-\omega)\,F\,t^Y(\omega). \tag{15}$$

The right-hand side is unchanged when $X$ and $Y$ are exchanged together with $\omega\to-\omega$. In particular, $\langle\langle X;X\rangle\rangle_\omega$ is even in $\omega$.

### The poles

Assume that $A$ is diagonalizable with real positive eigenvalues $\hbar\omega_k$:

$$AR_k=\hbar\omega_kR_k,\qquad L_kA=\hbar\omega_kL_k,\qquad L_jR_k=\delta_{jk}. \tag{16}$$

Completeness, $\sum_kR_kL_k=1$, turns (12) into

$$t^Y(\omega)=\sum_k\frac{R_k\,(L_k\xi^Y)}{\hbar\omega-\hbar\omega_k},\qquad t^X(-\omega)=-\sum_k\frac{R_k\,(L_k\xi^X)}{\hbar\omega+\hbar\omega_k}. \tag{17}$$

The vectors $\eta^X$, $\eta^Y$ and the matrix $F$ do not depend on frequency. Every singularity of (15) therefore comes from (17) and lies at

$$\hbar\omega=\pm\hbar\omega_k. \tag{18}$$

In the $F$ term, one factor has its poles at positive and the other at negative frequencies. They cannot coincide while $\omega_j+\omega_k\neq0$, so all poles are simple. An eigenvalue whose residue vanishes produces no pole in the response function. This happens, for example, to a state that symmetry forbids the operator to reach.

Physically, (12) describes a set of driven oscillators. An eigenvector $R_k$ is a pattern of amplitudes that keeps its shape as it oscillates without a field, and a field of frequency $\omega_k$ with $L_k\xi^Y\neq0$ makes its amplitude grow in proportion to time, as long as first order in the field holds. At $\omega=0$, the same equation gives the static response $t^Y(0)=-A^{-1}\xi^Y$, which by (17) diverges if an eigenvalue $\hbar\omega_k$ reaches zero while $L_k\xi^Y$ stays nonzero. If the operator does not reach that state, as for a triplet and a spin-free $Y$, the static response stays finite.

The assumption on $A$ can fail, because a real nonsymmetric matrix need not have real eigenvalues. Two nearby states can be modelled by

$$\begin{pmatrix}a&c\\d&b\end{pmatrix},\qquad \hbar\omega_\pm=\frac{a+b}{2}\pm\frac12\sqrt{(a-b)^2+4cd}. \tag{19}$$

For a symmetric matrix, $cd=c^2\ge0$ and the root is real. If $cd<0$, the eigenvalues become a complex pair as soon as $|a-b|<2\sqrt{-cd}$. At the boundary they coincide at a value $\hbar\omega_0$ and there is a single eigenvector $R$, accompanied by a vector $R'$ with $AR'=\hbar\omega_0R'+gR$. Then

$$(\hbar\omega-A)^{-1}R'=\frac{R'}{\hbar\omega-\hbar\omega_0}+\frac{gR}{(\hbar\omega-\hbar\omega_0)^2}, \tag{20}$$

as multiplication by $\hbar\omega-A$ confirms. The response function can then have a double pole, which a truncated model may show near a crossing of states of equal symmetry. In full coupled-cluster theory this cannot happen, since $\bar H$ then has the eigenvalues and the diagonalizability of the Hermitian $H$.

### Agreement with the EOM-CC energies

EOM-CC represents $\bar H$ in the space spanned by $|{\rm HF}\rangle$ and the manifold, and diagonalizes the resulting matrix. By (2), its first column is $E$ followed by zeros; by (6), its first row is $E$ followed by $\eta^0$. The remaining block is

$$\langle\mu|\bar H|\nu\rangle=\langle\mu|\bar H\tau_\nu|{\rm HF}\rangle=A_{\mu\nu}+\langle\mu|\tau_\nu\bar H|{\rm HF}\rangle. \tag{21}$$

To evaluate the last term, expand $\bar H|{\rm HF}\rangle$ in determinants. The reference appears with coefficient $E$. Determinants inside the manifold are absent by (2). Determinants $|\kappa\rangle$ outside it may remain:

$$\langle\mu|\tau_\nu\bar H|{\rm HF}\rangle=E\,\delta_{\mu\nu}+\sum_{\kappa\ \rm outside}\langle\mu|\tau_\nu|\kappa\rangle\langle\kappa|\bar H|{\rm HF}\rangle. \tag{22}$$

The sum vanishes if no member $\mu$ of the manifold is the product of a member $\nu$ and an excitation $\kappa$ outside it. A manifold containing all excitations up to rank $n$ meets this condition: $\kappa$ has rank at least $n+1$, so $\tau_\nu|\kappa\rangle$ has rank at least $n+2$. This covers CCSD, CCSDT and full coupled cluster. The EOM matrix is then

$$\begin{pmatrix}E&\eta^0\\0&A+E\end{pmatrix}. \tag{23}$$

The determinant of a block-triangular matrix factorizes, so the eigenvalues of (23) are $E$ and $E+\hbar\omega_k$. Subtracting $E$ leaves the pole positions (18) on the positive side.

The condition has consequences. Consider a manifold of singles and triples without doubles. A triple $\mu$ can be the product of a single $\nu$ inside and a double $\kappa$ outside, and the doubles component of $\bar H|{\rm HF}\rangle$ has not been set to zero. For LiH in the minimal basis used below, the two ordered spectra then differ by up to 0.52 eV, for a root near 58 eV; the four lowest roots differ by 0.003–0.004 eV. For the singles-and-doubles manifold, the largest difference is $1.5\times10^{-12}$ eV, which is rounding error.

The argument also needs amplitude equations that are full projections of $\bar H|{\rm HF}\rangle$. If a method drops terms from some of these equations, its Jacobian is the derivative of the altered equations, and (21) no longer connects that Jacobian with the matrix of $\bar H$.

## II. Transition moments and strengths

The second half uses the following results. The Jacobian $A$ has right and left eigenvectors $R_k$ and $L_k$ with $L_jR_k=\delta_{jk}$ and positive eigenvalues $\hbar\omega_k$. A bar denotes $\bar O=e^{-T}Oe^T$, and $\langle O\rangle_\Lambda=\langle{\rm HF}|(1+\Lambda)O|{\rm HF}\rangle$. The vectors $\xi^X_\mu=\langle\mu|\bar X|{\rm HF}\rangle$ and $\eta^X_\nu=\langle[\bar X,\tau_\nu]\rangle_\Lambda$ and the symmetric matrix $F_{\mu\nu}=\langle[[\bar H,\tau_\mu],\tau_\nu]\rangle_\Lambda$ build the response function (15), with first-order amplitudes (17). The multipliers obey $\lambda A=-\eta^0$. The manifold is taken complete up to some excitation rank, so that the EOM matrix has the form (23).

### Residues as products

Insert (17) into (15):

$$\begin{aligned}\langle\langle X;Y\rangle\rangle_\omega={}&\sum_k\frac{(\eta^XR_k)(L_k\xi^Y)}{\hbar\omega-\hbar\omega_k}-\sum_k\frac{(\eta^YR_k)(L_k\xi^X)}{\hbar\omega+\hbar\omega_k}\\&-\sum_{jk}\frac{(L_j\xi^X)(R_jFR_k)(L_k\xi^Y)}{(\hbar\omega+\hbar\omega_j)(\hbar\omega-\hbar\omega_k)}.\end{aligned} \tag{24}$$

The double sum is separated by partial fractions:

$$\frac{1}{(\hbar\omega+\hbar\omega_j)(\hbar\omega-\hbar\omega_k)}=\frac{1}{\hbar\omega_j+\hbar\omega_k}\left[\frac{1}{\hbar\omega-\hbar\omega_k}-\frac{1}{\hbar\omega+\hbar\omega_j}\right]. \tag{25}$$

Collect the terms with denominator $\hbar\omega-\hbar\omega_k$. Each contains the factor $L_k\xi^Y$, and what multiplies it depends on $X$ but not on $Y$. This defines the two moments

$$T^Y_{k0}=L_k\xi^Y,\qquad T^X_{0k}=\eta^XR_k-\sum_j\frac{(L_j\xi^X)(R_jFR_k)}{\hbar\omega_j+\hbar\omega_k}. \tag{26}$$

The terms with denominator $\hbar\omega+\hbar\omega_j$ combine in the same way, by the symmetry of $F$, into $-T^Y_{0j}T^X_{j0}$. The result is

$$\langle\langle X;Y\rangle\rangle_\omega=\sum_k\left[\frac{T^X_{0k}T^Y_{k0}}{\hbar\omega-\hbar\omega_k}-\frac{T^Y_{0k}T^X_{k0}}{\hbar\omega+\hbar\omega_k}\right]. \tag{27}$$

This has the form of the exact response function, with $T^X_{0k}$ in the place of $\langle0|X|k\rangle$ and $T^Y_{k0}$ in the place of $\langle k|Y|0\rangle$. Here $T^X_{0k}$ is called the left moment and $T^Y_{k0}$ the right moment.

The sum over $j$ in (26) would require all eigenvectors. It can be replaced by one linear equation per state. Define the row $\bar M_k$ by

$$\bar M_k(A+\hbar\omega_k)=-R_kF. \tag{28}$$

Since $(A+\hbar\omega_k)^{-1}=\sum_jR_jL_j/(\hbar\omega_j+\hbar\omega_k)$, the product $\bar M_k\xi^X$ reproduces the sum with its sign, and

$$T^X_{0k}=\eta^XR_k+\bar M_k\xi^X. \tag{29}$$

The first term is the change of the expectation value caused directly by the amplitude pattern $R_k$. The second arises because the multipliers adjust to that pattern.

The eigenvectors may be rescaled as $R_k\to cR_k$, $L_k\to L_k/c$ without disturbing $L_kR_k=1$. By (28), $\bar M_k$ scales like $R_k$. The left moment is therefore multiplied by $c$ and the right moment divided by $c$. Neither has a meaning alone, while their product is fixed. For a single operator, the transition strength is

$$S_k=T^X_{0k}T^X_{k0}. \tag{30}$$

If several eigenvalues coincide, the measurable quantity is the sum of their residues, which does not depend on the basis chosen in the degenerate space.

For two different Hermitian operators, one more step restores a property of exact theory. The expectation value of $X$ in a real field is real in exact theory, so the exact response function at real $\omega$ equals its own complex conjugate taken at $-\omega$. A truncated coupled-cluster function need not have this property. It is imposed by averaging (27) with the conjugate of its value at $-\omega$. In that conjugate, the second term of (27) supplies the pole at $+\omega_k$, and the averaged residue becomes

$$S^{XY}_k=\tfrac12\left[T^X_{0k}T^Y_{k0}+\left(T^Y_{0k}T^X_{k0}\right)^*\right]. \tag{31}$$

For $X=Y$ with real moments, this reduces to (30).

For a manifold complete up to some excitation rank, the positive poles of the response function lie at the EOM-CC excitation energies, and their residues are products of a left and a right moment. It remains to compare these moments with those of EOM-CC and to test the resulting strengths on non-interacting fragments and on LiH.
